**Testing the Mahan-Sofo limit with two planes at different temperatures**

For conduction at a single energy $E_0$, the program tests $S=-(E_0-\mu)/(eT)$ and $\kappa_e=0$ at open circuit. Here $S$ is the thermopower, $\kappa_e$ the electronic thermal conductivity, $\mu$ the chemical potential, $T$ the temperature and $e$ the positive elementary charge. The program finds the potential step that stops the current between two planes with different Fermi functions, then computes the remaining heat flow. It asserts agreement with the moment formulas for five transport distributions, and checks the narrow-box, narrow-Lorentzian, background and cubic-band laws. Further assertions cover the heat flow at zero voltage, the best level position and the conductivity of the parabolic edge. For rough parameters of an amorphous In-Ga-Zn-O film, the delta level gives −200 μV/K and no open-circuit electronic heat conduction. The output also shows that lattice heat dominates this example and that the lifetime width is about 13 times the thermal energy, so a sharp level is not credible at the assumed scattering time.

## Program and output

```python
"""Mahan-Sofo limit: if all conduction occurs at one energy E0, then
S = -(E0-mu)/(eT) and the open-circuit electronic heat conductivity is 0.
Symbols: x = (E-mu)/kT; w = -df/dx, f the Fermi function;
a transport distribution is stored as nodes x and weights s = Sigma(x) dx;
S is in kB/e, the Lorenz ratio kappa_e/(sigma T) is in (kB/e)^2.
The open-circuit state is found by a root search on two neighbouring
planes with different temperatures, without using the moment formulas.
"""
import numpy as np
from scipy import constants as c
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit


def window(x):
    return expit(x) * expit(-x)


def moments(x, s):
    """Conductivity, thermopower and Lorenz ratio from weighted moments."""
    p = s * window(x)
    total = p.sum()
    mean = (p * x).sum() / total
    return total, -mean, (p * (x - mean)**2).sum() / total


def plane_difference(x, u, d):
    """Occupation difference for potential step u and temperature step d."""
    hot = expit(-(x - u / 2) / (1 + d / 2))
    cold = expit(-(x + u / 2) / (1 - d / 2))
    return hot - cold


def open_circuit(x, s, d=1e-3):
    """Find the voltage that stops the current, then measure the heat."""
    def current(u):
        return (s * plane_difference(x, u, d)).sum()
    u = brentq(current, -20 * d, 20 * d, xtol=1e-17, rtol=1e-15)
    heat = (s * x * plane_difference(x, u, d)).sum()
    sigma = (s * plane_difference(x, d, 0.0)).sum() / d
    return sigma, u / d, heat / (d * sigma)


def legendre(a, b, n):
    y, q = np.polynomial.legendre.leggauss(n)
    return (a + b) / 2 + (b - a) / 2 * y, (b - a) / 2 * q


def lorentzian(x0, gamma):
    """Unit-area Lorentzian of full width gamma, nodes spaced as sinh(t)."""
    t = np.linspace(-1, 1, 6001) * np.arcsinh(120 / gamma)
    return x0 + gamma / 2 * np.sinh(t), (t[1] - t[0]) / (np.pi * np.cosh(t))


def cubic_band(x0, width, n=24):
    """Simple cubic band: energies and squared velocity in (a kT/hbar)^2."""
    k = 2 * np.pi * (np.arange(n) + 0.5) / n
    kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
    energy = x0 - width / 6 * (np.cos(kx) + np.cos(ky) + np.cos(kz))
    speed2 = (width / 6 * np.sin(kx))**2
    return energy.ravel(), speed2.ravel() / n**3


# Rough typical inputs for an amorphous In-Ga-Zn-O film
T = 300.0
level_eV = 0.06
mass_ratio = 0.34
mobility = 10e-4
kappa_lattice = 1.4
spread_eV = 0.04
spacing = 0.33e-9
background = 0.10

kT = c.k * T
kT_eV = kT / c.e
x0 = level_eV / kT_eV
w0 = window(x0)
mass = mass_ratio * c.m_e
tau = mobility * mass / c.e
gamma = c.hbar / tau / kT

# Parabolic mobility edge at x0 with constant scattering time
y, q = legendre(0, 7, 200)
x_edge = x0 + y**2
dx = 2 * y * q
dos = (2 * mass / c.hbar**2)**1.5 * np.sqrt(kT) * y / (2 * np.pi**2)
s_edge = c.e**2 * tau * dos * 2 * kT * y**2 / (3 * mass) * dx
density = (dos * expit(-x_edge) * kT * dx).sum()
sigma = moments(x_edge, s_edge)[0]
assert abs(sigma / (density * c.e * mobility) - 1) < 1e-7

# Other distributions; the flat background carries a set share of sigma
x_delta, s_delta = np.array([x0]), np.array([1.0])
x_g, q_g = legendre(x0 - 25, x0 + 25, 400)
s_g = q_g * np.exp(-0.5 * ((x_g - x0) / (spread_eV / kT_eV))**2)
x_flat, q_flat = legendre(-40, 40, 300)
x_bg = np.concatenate([x_delta, x_flat])
s_bg = np.concatenate([[(1 - background) / w0], background * q_flat])
x_lor, s_lor = lorentzian(x0, gamma)
cases = [("delta level", x_delta, s_delta),
         ("Gaussian spread", x_g, s_g),
         ("mobility edge", x_edge, s_edge),
         ("delta+background", x_bg, s_bg),
         ("lifetime Lorentzian", x_lor, s_lor)]

# Moment formulas against the measured open-circuit state
for name, x, s in cases:
    measured, derived = open_circuit(x, s), moments(x, s)
    assert abs(measured[0] / derived[0] - 1) < 1e-4, name
    assert abs(measured[1] - derived[1]) < 1e-4, name
    assert abs(measured[2] - derived[2]) < 1e-4, name
delta_S, delta_L = open_circuit(x_delta, s_delta)[1:]
assert abs(delta_S + x0) < 1e-8 and abs(delta_L) < 1e-10

# A level at the chemical potential: both thermopower and heat vanish
at_mu = open_circuit(np.array([0.0]), s_delta)
assert abs(at_mu[1]) < 1e-10 and abs(at_mu[2]) < 1e-10

# Pair form of the variance against the measured heat
p = s_edge * window(x_edge)
pair = 0.5 * (np.outer(p, p) * np.subtract.outer(x_edge, x_edge)**2).sum()
assert abs(pair / p.sum()**2 / open_circuit(x_edge, s_edge)[2] - 1) < 1e-4

# Narrow boxes approach the limit quadratically
box_results = []
for width in (0.4, 0.2, 0.1):
    xb, sb = legendre(x0 - width / 2, x0 + width / 2, 30)
    result = open_circuit(xb, sb)
    box_results.append((width, result[2]))
    assert abs(result[2] / (width**2 / 12) - 1) < 0.05 * width
    assert abs(result[1] + x0) < width**2

# Heat flow with the voltage removed is sigma S^2 T, not zero
step = 1e-3
zero_field = (sb * xb * plane_difference(xb, 0.0, step)).sum() / step
assert abs(zero_field / (result[0] * x0**2) - 1) < 2e-3

# Flat background and narrow Lorentzian
bg = open_circuit(x_bg, s_bg)
r = background
assert abs(bg[1] + (1 - r) * x0) < 1e-4
assert abs(bg[2] - (r * np.pi**2 / 3 + r * (1 - r) * x0**2)) < 1e-4
small = 1e-3
narrow = open_circuit(*lorentzian(x0, small))[2]
assert abs(narrow / (small / (2 * np.pi * w0)) - 1) < 5e-3

# Best level position at fixed weight of the delta function
best = minimize_scalar(lambda z: -z**2 * window(z), bounds=(0.5, 6),
                       method="bounded", options={"xatol": 1e-9})
x_best = brentq(lambda z: z * np.tanh(z / 2) - 2, 1, 5)
assert abs(best.x - x_best) < 1e-5

# Cubic band: weight and Lorenz ratio in the narrow limit
for width in (0.2, 0.1):
    xk, sk = cubic_band(x0, width)
    band = open_circuit(xk, sk)
    assert abs(band[0] / (w0 * width**2 / 72) - 1) < 1e-3
    assert abs(band[2] / (5 * width**2 / 144) - 1) < 2e-3
weight = sigma * kT / w0
W_match = np.sqrt(36 * c.hbar**2 * spacing * weight / (c.e**2 * tau))
xk, sk = cubic_band(x0, W_match / kT)
band = moments(xk, sk)
sigma_band = 2 * c.e**2 * tau * kT / (c.hbar**2 * spacing) * band[0]
assert abs(sigma_band / sigma - 1) < 0.02
density_band = 2 / spacing**3 * expit(-xk).mean()

# Worked numbers
kB_e = c.k / c.e
S_delta = -x0 * kB_e
kappa_zero = sigma * S_delta**2 * T
speed = np.sqrt(3 * kT / mass)
print(f"temperature: {T:.0f} K")
print(f"kT: {kT_eV:.5f} eV")
print(f"kB/e: {kB_e*1e6:.3f} uV/K")
print(f"level above chemical potential: {level_eV:.3f} eV")
print(f"reduced level x0: {x0:.4f}")
print(f"window w(x0): {w0:.5f}")
print(f"effective mass / electron mass: {mass_ratio:.2f}")
print(f"mobility: {mobility*1e4:.1f} cm2/Vs")
print(f"scattering time: {tau*1e15:.3f} fs")
print(f"edge-model electron density: {density*1e-6:.3e} cm^-3")
print(f"conductivity used in all cases: {sigma/100:.4f} S/cm")
print(f"delta weight Sigma0: {weight/c.e/100:.4f} S eV/cm")
print(f"delta thermopower: {S_delta*1e6:.2f} uV/K")
print(f"delta power factor: {sigma*S_delta**2*1e6:.4f} uW/(m K^2)")
print(f"delta kappa at zero voltage: {kappa_zero:.4e} W/(m K)")
print(f"lattice thermal conductivity: {kappa_lattice:.2f} W/(m K)")
print(f"conductivity for delta zT=1: "
      f"{kappa_lattice/(S_delta**2*T)/100:.1f} S/cm")
print(f"Gaussian standard deviation: {spread_eV:.3f} eV")
print(f"background share of conductivity: {background:.2f}")
print("case: S [uV/K]; Lorenz [(kB/e)^2]; kappa_e [W/(m K)]; zT")
for name, x, s in cases:
    _, S, L = moments(x, s)
    kappa = L * kB_e**2 * sigma * T
    zT = (S * kB_e)**2 * sigma * T / (kappa + kappa_lattice)
    print(f"{name}: {S*kB_e*1e6:.2f}; {L:.4f}; {kappa:.3e}; {zT:.3e}")
print(f"metallic Lorenz ratio pi^2/3: {np.pi**2/3:.4f} (kB/e)^2")
for width, L in box_results:
    print(f"box width {width:.1f} kT, measured Lorenz: {L:.4e} (kB/e)^2")
print(f"Lorentzian width {small:.3f} kT, measured Lorenz: "
      f"{narrow:.4e} (kB/e)^2")
print(f"best reduced level: {x_best:.4f}")
print(f"best level at this temperature: {x_best*kT_eV:.4f} eV")
print(f"maximum of x^2 w: {-best.fun:.4f}")
print(f"x^2 w at example level: {x0**2*w0:.4f}")
print(f"lifetime width hbar/tau: {gamma*kT_eV:.4f} eV")
print(f"lifetime width / kT: {gamma:.2f}")
print(f"thermal mean free path: {speed*tau*1e9:.3f} nm")
print(f"thermal k times mean free path: {mass*speed**2*tau/c.hbar:.3f}")
print(f"cubic lattice spacing: {spacing*1e9:.2f} nm")
print(f"flat-band width matching sigma: {W_match/c.e:.4f} eV")
print(f"flat-band sigma from k sum: {sigma_band/100:.4f} S/cm")
print(f"flat-band Lorenz ratio, no broadening: {band[2]:.4f} (kB/e)^2")
print(f"flat-band electron density: {density_band*1e-6:.3e} cm^-3")
print(f"lifetime width / flat-band width: {gamma*kT/W_match:.1f}")
print("all tests passed")
```

It prints:

```
temperature: 300 K
kT: 0.02585 eV
kB/e: 86.173 uV/K
level above chemical potential: 0.060 eV
reduced level x0: 2.3209
window w(x0): 0.08141
effective mass / electron mass: 0.34
mobility: 10.0 cm2/Vs
scattering time: 1.933 fs
edge-model electron density: 4.724e+17 cm^-3
conductivity used in all cases: 0.7568 S/cm
delta weight Sigma0: 0.2403 S eV/cm
delta thermopower: -200.00 uV/K
delta power factor: 3.0272 uW/(m K^2)
delta kappa at zero voltage: 9.0817e-04 W/(m K)
lattice thermal conductivity: 1.40 W/(m K)
conductivity for delta zT=1: 1166.7 S/cm
Gaussian standard deviation: 0.040 eV
background share of conductivity: 0.10
case: S [uV/K]; Lorenz [(kB/e)^2]; kappa_e [W/(m K)]; zT
delta level: -200.00; 0.0000; 0.000e+00; 6.487e-04
Gaussian spread: -106.60; 1.3717; 2.313e-04; 1.843e-04
mobility edge: -419.04; 2.5104; 4.232e-04; 2.847e-03
delta+background: -180.00; 0.8138; 1.372e-04; 5.254e-04
lifetime Lorentzian: -20.03; 2.8787; 4.853e-04; 6.501e-06
metallic Lorenz ratio pi^2/3: 3.2899 (kB/e)^2
box width 0.4 kT, measured Lorenz: 1.3250e-02 (kB/e)^2
box width 0.2 kT, measured Lorenz: 3.3281e-03 (kB/e)^2
box width 0.1 kT, measured Lorenz: 8.3301e-04 (kB/e)^2
Lorentzian width 0.001 kT, measured Lorenz: 1.9537e-03 (kB/e)^2
best reduced level: 2.3994
best level at this temperature: 0.0620 eV
maximum of x^2 w: 0.4392
x^2 w at example level: 0.4385
lifetime width hbar/tau: 0.3405 eV
lifetime width / kT: 13.17
thermal mean free path: 0.387 nm
thermal k times mean free path: 0.228
cubic lattice spacing: 0.33 nm
flat-band width matching sigma: 0.0200 eV
flat-band sigma from k sum: 0.7608 S/cm
flat-band Lorenz ratio, no broadening: 0.0206 (kB/e)^2
flat-band electron density: 5.022e+21 cm^-3
lifetime width / flat-band width: 17.0
all tests passed
```
